# Dirac scattering at a sharp electrostatic step: three regimes

## 1. A reflected beam stronger than the incident one

A Dirac particle of mass $m$ and energy $E=2m$ meets a sharp potential step of height $V=4m$. Suppose the transmitted wave is taken as $e^{iqx}$ with $q>0$, as in the Schrödinger problem. Matching at the step then gives a reflected flux four times the incident flux and a transmitted flux of $-3$. Probability is still conserved, since $4-3=1$, but the solution does not describe one beam arriving from the left. The fault lies in the sign of $q$, and it is found by asking which way the transmitted wave carries probability.

We use $\hbar=c=1$, so energies and momenta are measured in units of $m$ and lengths in units of $1/m$. The step is

$$V(x)=0\quad(x<0),\qquad V(x)=V\quad(x>0), \tag{1}$$

where $V$ is an electrostatic potential energy: it adds to the Hamiltonian as a multiple of the unit matrix. The particle comes from the left with $E>m$, at normal incidence. We treat the Dirac equation as a one-particle wave equation; Section 8 states what this leaves out.

## 2. From four components to two

Let the motion be along the spin quantization axis, with coordinate $x$ and $p=-i\,d/dx$. In the standard representation the four components are $(\varphi_\uparrow,\varphi_\downarrow,\chi_\uparrow,\chi_\downarrow)$, and the stationary equation reads

$$\begin{aligned}
(E-V-m)\varphi_\uparrow&=p\chi_\uparrow, & (E-V+m)\chi_\uparrow&=p\varphi_\uparrow,\\
(E-V-m)\varphi_\downarrow&=-p\chi_\downarrow, & (E-V+m)\chi_\downarrow&=-p\varphi_\downarrow.
\end{aligned}\tag{2}$$

The arrows do not mix, so the step does not flip the spin. Replacing $\chi_\downarrow$ by $-\chi_\downarrow$ turns the second line into the first. It is therefore enough to solve one two-component problem for $\psi=(\varphi,\chi)^T$:

$$H=\sigma_x p+\sigma_z m+V(x). \tag{3}$$

Here the Pauli matrices act on the pair $(\varphi,\chi)$, not on the spin.

The current follows from the time-dependent equation $i\partial_t\psi=H\psi$, or

$$\partial_t\psi=-\sigma_x\partial_x\psi-i(\sigma_z m+V)\psi .$$

In $\partial_t(\psi^\dagger\psi)=(\partial_t\psi^\dagger)\psi+\psi^\dagger\partial_t\psi$ the mass and potential terms cancel, because they are Hermitian and enter with opposite signs. What remains is

$$\partial_t(\psi^\dagger\psi)=-\partial_x(\psi^\dagger\sigma_x\psi),\qquad j=\psi^\dagger\sigma_x\psi=2\,\mathrm{Re}(\varphi^*\chi). \tag{4}$$

In a stationary state the density does not change in time, so $j$ has the same value at every $x$.

## 3. Waves in a constant potential

Insert $\psi=(1,s)^Te^{iqx}$ into the first line of (2):

$$E-V-m=qs,\qquad (E-V+m)s=q. \tag{5}$$

The second equation gives $s$. Substituting it into the first gives $q^2$:

$$s=\frac{q}{E-V+m},\qquad q^2=(E-V)^2-m^2. \tag{6}$$

On the left, where $V=0$, the incident wave has momentum $k=\sqrt{E^2-m^2}>0$ and lower component $s_0=k/(E+m)$. The reflected wave has momentum $-k$ and lower component $-s_0$.

On the right, $q^2$ is positive if $|E-V|>m$ and negative if $|E-V|<m$. This produces the three regimes: $V<E-m$, the gap $E-m<V<E+m$, and $V>E+m$.

For real $q$, the probability velocity is the current divided by the density. From (6), $s^2=(E-V-m)/(E-V+m)$, so that $1+s^2=2(E-V)/(E-V+m)$. Therefore

$$\frac{j}{\psi^\dagger\psi}=\frac{2s}{1+s^2}=\frac{2q/(E-V+m)}{2(E-V)/(E-V+m)}=\frac{q}{E-V}. \tag{7}$$

Differentiating $(E-V)^2=q^2+m^2$ with respect to $q$ at fixed $V$ gives $2(E-V)\,dE/dq=2q$. The group velocity is thus also

$$\frac{dE}{dq}=\frac{q}{E-V}. \tag{8}$$

When $E-V$ is negative, velocity and momentum have opposite signs. This is the fact on which the third regime turns.

## 4. Matching at the step

Write the stationary equation as $-i\sigma_x\psi'=(E-V(x)-\sigma_z m)\psi$ and integrate from $-\delta$ to $\delta$:

$$-i\sigma_x[\psi(\delta)-\psi(-\delta)]=\int_{-\delta}^{\delta}(E-V(x)-\sigma_z m)\psi\,dx. \tag{9}$$

The potential is finite and $\psi$ is bounded, so the right side vanishes as $\delta\to0$. Since $\sigma_x$ is invertible, both components of $\psi$ are continuous. The slopes are not independent conditions: the equation itself gives $\varphi'=i(E-V+m)\chi$, so $\varphi'$ jumps by $-iV\chi(0)$.

Give the incident wave an upper component of amplitude 1, and call the corresponding reflected and transmitted amplitudes $B$ and $F$. Continuity at $x=0$ requires

$$1+B=F,\qquad s_0(1-B)=sF. \tag{10}$$

Divide the second equation by $s_0$ and define

$$r=\frac{s}{s_0}=\frac{q}{E-V+m}\,\frac{E+m}{k}. \tag{11}$$

Then $1-B=rF$. Adding this to $1+B=F$ gives $2=(1+r)F$, and $B=F-1$. Hence

$$F=\frac{2}{1+r},\qquad B=\frac{1-r}{1+r}. \tag{12}$$

By (4), the incident current is $2s_0$, the reflected current is $-2s_0|B|^2$, and the current just to the right of the step is $2\,\mathrm{Re}(s)|F|^2$. Dividing by the incident current, and using that $s_0$ is real, we obtain

$$R=\left|\frac{1-r}{1+r}\right|^2,\qquad T=\mathrm{Re}(r)\,|F|^2=\frac{4\,\mathrm{Re}\,r}{|1+r|^2}. \tag{13}$$

The transmission is not $|F|^2$, because the two sides have different ratios of current to squared upper amplitude. Conservation follows from

$$|1-r|^2+4\,\mathrm{Re}\,r=1-2\,\mathrm{Re}\,r+|r|^2+4\,\mathrm{Re}\,r=|1+r|^2,$$

so $R+T=1$ for either sign of $q$. Conservation therefore cannot select the sign.

## 5. Which transmitted wave is outgoing?

A beam from the left is a packet built from energies near $E$. Its transmitted part is a superposition of $e^{iq(E)x-iEt}$ with slowly varying amplitudes. The packet is found where the phase is stationary with respect to energy:

$$x\frac{dq}{dE}=t-t_0, \tag{14}$$

where $t_0$ is the arrival time at the step, up to a delay from the phase of $F$. For $x>0$ and $dq/dE>0$, this packet exists after $t_0$ and moves away from the step. For $dq/dE<0$, it exists on the right before $t_0$ and moves towards the step. A single beam from the left therefore requires $dE/dq>0$ on the right, or, by (8),

$$\frac{q}{E-V}>0. \tag{15}$$

Inside the gap there is no propagating wave, and the condition is instead that $\psi$ remain bounded as $x\to\infty$.

When $q$ is real, squaring (11) and using (6) on both sides gives

$$r^2=\frac{(E-V-m)(E+m)}{(E-V+m)(E-m)}. \tag{16}$$

Condition (15) makes $r$ the positive root in both propagating regimes. Below the gap, $q$ and $E-V+m$ are both positive; above it, both are negative.

## 6. The three regimes

### Below the gap: $V<E-m$

Here $E-V>m$, so $q>0$ and the step transmits partially. To see how $r$ changes with the step height, write

$$\frac{E-V-m}{E-V+m}=1-\frac{2m}{E-V+m}. \tag{17}$$

As $V$ increases, the right side decreases, and so does $r$. The ratio $r$ equals 1 at $V=0$ and reaches 0 at $V=E-m$. For real positive $r$, $T=4r/(1+r)^2$ and

$$\frac{dT}{dr}=\frac{4(1-r)}{(1+r)^3}. \tag{18}$$

Thus $T$ falls from 1 to 0 as $V$ rises from 0 to $E-m$. An attractive step, $V<0$, has $r>1$ and also reflects.

For a slow particle and a weak step, $E-m\ll m$ and $|V|\ll m$, both $E+m$ and $E-V+m$ are close to $2m$. Then $r\simeq q/k$ and

$$R\simeq\left(\frac{k-q}{k+q}\right)^2,\qquad q^2\simeq2m(E-m-V), \tag{19}$$

which is the Schrödinger result. The familiar continuity of the slope is recovered too, since $\varphi'\simeq2im\chi$ on both sides.

### Inside the gap: $E-m<V<E+m$

Now $q=i\kappa$ with $\kappa=\sqrt{m^2-(E-V)^2}>0$, where the positive sign gives the decaying wave $e^{-\kappa x}$. Since $E-V+m>0$, equation (11) gives

$$r=i\rho,\qquad \rho=\frac{\kappa(E+m)}{(E-V+m)k}>0. \tag{20}$$

The numbers $1-i\rho$ and $1+i\rho$ have equal magnitudes and opposite phases, so

$$B=\frac{1-i\rho}{1+i\rho}=e^{-2i\arctan\rho},\qquad R=1,\qquad T=0. \tag{21}$$

The wave does enter the step, with density proportional to $e^{-2\kappa x}$, but $\varphi^*\chi$ is imaginary there and carries no current. The density falls by a factor $e$ over $1/(2\kappa)$. This depth is shortest at $V=E$, where $\kappa=m$; raising the step further makes the wave penetrate more deeply again.

The gap edges need separate treatment because $q=0$. At $V=E-m$ the equations are $\chi'=0$ and $\varphi'=2im\chi$. A bounded solution needs $\chi=0$, hence $B=1$. At $V=E+m$ they are $\varphi'=0$ and $\chi'=-2im\varphi$. A bounded solution needs $\varphi=0$, hence $B=-1$. Both edges reflect totally. Between them the phase of $B$ runs from $0$ to $-\pi$, in agreement with $\rho$ running from $0$ to $\infty$.

### Above the gap: $V>E+m$

The wave propagates again, now with $E-V<-m$. Condition (15) demands

$$q=-\sqrt{(E-V)^2-m^2}. \tag{22}$$

The transmitted wave has negative momentum and moves to the right. With $|E-V|=V-E$, equation (16) becomes

$$r^2=\frac{V-E+m}{V-E-m}\,\frac{E+m}{E-m}>1. \tag{23}$$

Since $r$ is finite and greater than 1, equation (13) gives $0<R<1$ and $0<T<1$. The reflected beam is weaker than the incident one.

As $V$ grows from $E+m$, the first fraction in (23) falls from infinity towards 1. By (18), $T$ increases as $r$ decreases in the range $r>1$. A higher step therefore transmits more in this regime. For $V\to\infty$, $r\to\sqrt{(E+m)/(E-m)}=(E+m)/k$, and

$$T_\infty=\frac{4k(E+m)}{(k+E+m)^2}.$$

Expand the denominator and use $k^2=(E-m)(E+m)$:

$$(k+E+m)^2=(E+m)\left[(E-m)+2k+(E+m)\right]=2(E+m)(E+k).$$

It follows that

$$T_\infty=\frac{2k}{E+k},\qquad R_\infty=\frac{E-k}{E+k}. \tag{24}$$

Another simple case is $V=2E$, which lies in this regime if $E>m$. Then $E-V=-E$ and $q=-k$, so the speeds on the two sides are equal. Equation (11) gives $r=(E+m)/(E-m)$, and from (12)

$$B=\frac{(E-m)-(E+m)}{(E-m)+(E+m)}=-\frac{m}{E},\qquad R=\frac{m^2}{E^2},\qquad T=\frac{k^2}{E^2}. \tag{25}$$

Equal speeds do not prevent reflection, because the spinors still differ: the large component on one side is the small component on the other. In the limit $m\to0$, with $E$ and $E-V$ fixed and nonzero, (16) gives $r\to1$ and the reflection disappears. Without the mass term, $\sigma_x$ commutes with $H$, so a right-moving state cannot turn into a left-moving one.

## 7. Numbers for one energy and three heights

Take $E=2m$, so $k=\sqrt3\,m=1.7321\,m$ and the incident velocity is $k/E=0.8660$. The gap extends from $V=m$ to $V=3m$.

**Step $V=0.5m$.** Here $E-V=1.5m$ and $q=\sqrt{1.5^2-1}\,m=1.1180\,m$. Equation (16) gives

$$r=\sqrt{\frac{0.5\times3}{2.5\times1}}=0.7746,\qquad B=\frac{0.2254}{1.7746}=0.1270.$$

Thus $R=0.0161$ and $T=0.9839$. The transmitted velocity is $1.1180/1.5=0.7454$: the particle has been slowed.

**Step $V=2m$.** Now $E-V=0$, so $\kappa=m$ and $\rho=3/\sqrt3=1.7321$. The reflection phase is $-2\arctan\sqrt3=-120^\circ$, and $R=1$. For an electron the penetration depth $1/(2\kappa)$ is $0.1931$ pm.

**Step $V=4m$.** Here $E-V=-2m$, and the outgoing momentum is $q=-1.7321\,m$. Its velocity is $(-1.7321)/(-2)=0.8660$, to the right. Equation (16) gives

$$r=\sqrt{\frac{(-3)\times3}{(-1)\times1}}=3,\qquad B=\frac{1-3}{1+3}=-\frac12,\qquad F=\frac12.$$

Therefore $R=1/4$ and $T=3\times(1/2)^2=3/4$, as (25) also gives. For an electron of this energy, the regime begins at $V=3m$, or $1533$ keV. In the limit of an infinite step, $T_\infty=0.9282$.

The choice of branch can be tested without making it. A wave packet starting on the left, with mean momentum $k$ and momentum spread $0.05\,m$, was evolved in time with the Hamiltonian (3). At $V=4m$ the fraction found on the left afterwards was $0.2505$, against $0.2503$ from (13) averaged over the packet. The part on the right had mean momentum $-1.732\,m$, although it had moved there from the left. The numerical output also gives the packet results for the other two heights.

### What the positive momentum describes

Reversing $q$ at $V=4m$ changes $r=3$ to $r=-3$. Then (12) and (13) give

$$B=\frac{1+3}{1-3}=-2,\qquad F=-1,\qquad R=4,\qquad T=-3. \tag{26}$$

In general $r\to-r$ changes $B$ to $1/B$, so $R$ is replaced by $1/R$. The negative $T$ means that the wave on the right carries flux towards the step. The balance is one unit arriving from the left, three arriving from the right, and four leaving to the left. This is a valid solution of the Dirac equation for two coherent incoming beams, with the relative amplitude and phase needed to cancel any outgoing wave on the right. The number 4 is a ratio of the outgoing flux to only one of the incoming fluxes, not the reflection probability of a single beam.

## 8. Where the result applies

**Sharpness.** Replace the step by $V[1+\tanh(x/a)]/2$. At $V=4m$, numerical integration gives a complex reflection amplitude whose difference from the sharp-step value has modulus $9.9\times10^{-4}$ for $a=0.02/m$ and $2.5\times10^{-4}$ for $a=0.01/m$. Halving the width reduces the difference by about four, and the sharp result is approached.

A gradual step behaves very differently. Let the potential rise linearly as $V(x)=E+gx$ through the whole interval from $E-m$ to $E+m$, with slope $g>0$. Between $x=-m/g$ and $x=m/g$ the local momentum is imaginary, with $\kappa(x)=\sqrt{m^2-g^2x^2}$. If the potential changes slowly, $g\ll m^2$, the amplitude decays across this region roughly as $\exp(-\int\kappa\,dx)$. The transmission is the square of that factor, apart from a prefactor that this estimate does not determine:

$$T\sim\exp\left[-2\int_{-m/g}^{m/g}\sqrt{m^2-g^2x^2}\,dx\right]=\exp\left(-\frac{\pi m^2}{g}\right). \tag{27}$$

The integral is the area of a half-ellipse with semi-axes $m/g$ and $m$, namely $\pi m^2/(2g)$. The large transmission above the gap thus depends on the forbidden region, of length $2m/g$, being short on the scale $1/m$, which requires $g$ of order $m^2$ or larger. For an electron $1/m$ is $0.386$ pm and $g=m^2$ corresponds to a field of $1.3\times10^{18}$ V/m, far beyond any static laboratory field. The electron values in Section 7 therefore set the scale of the idealized problem; they do not describe a step that can be built.

**Type of potential.** A step $S$ added to the mass, through $\sigma_z(m+S)$, gives $q^2=E^2-(m+S)^2$ instead of (6). For $S>0$, raising such a step beyond $S=E-m$ leaves $q^2$ negative, and no propagating regime reappears. The third regime requires the negative-energy continuum on the right to be raised to the incident energy. The electrostatic step does this when $V>E+m$, whereas a mass step with $S>0$ lowers the top of that continuum from $-m$ to $-(m+S)$.

**One particle or many.** For $V>E+m$ the transmitted wave belongs to the negative-energy continuum, lifted by $V$ until it overlaps the incident energy. The one-particle equation treats these states as empty. In the filled-sea picture they are occupied, and an incident electron cannot enter them. The overlap of occupied states on the right with empty states on the left then allows pair creation, which requires a many-particle description. This overlap depends on the step and not on the incident energy: it covers the energies $m<E'<V-m$ and so exists for every $V>2m$, including steps with $2m<V<E+m$, for which the incident particle is not in the third regime. An attractive step with $V<-2m$ produces the same overlap with the two sides interchanged. The coefficients $R=1/4$ and $T=3/4$ answer the one-particle scattering problem; they are not the measured reflection and transmission of an electron at a step in the filled vacuum.

## Table of computed values

```
energy E = 2.0 m, incident momentum k = 1.7321 m
incident velocity k/E = 0.8660 c
gap edges: V = 1.0 m and V = 3.0 m
--- step V = 0.5 m, E - V = 1.5 m
q = 1.1180 + -0.0000 i (m)
r = 0.7746 + 0.0000 i (dimensionless)
B = 0.1270 + (-0.0000) i (dimensionless)
F = 1.1270 + (-0.0000) i (dimensionless)
R = 0.0161, T = 0.9839 (dimensionless)
transmitted group velocity = 0.7454 c
packet: R evolved 0.0164, R averaged formula 0.0164
packet: transmitted momentum evolved 1.118 m, predicted 1.118 m
smooth step: |B error| = 1.6e-04 at width 0.02/m, 4.0e-05 at 0.01/m
--- step V = 2.0 m, E - V = 0.0 m
q = 0.0000 + 1.0000 i (m)
r = 0.0000 + 1.7321 i (dimensionless)
B = -0.5000 + (-0.8660) i (dimensionless)
F = 0.5000 + (-0.8660) i (dimensionless)
R = 1.0000, T = 0.0000 (dimensionless)
packet: R evolved 1.0000, R averaged formula 1.0000
smooth step: |B error| = 1.1e-03 at width 0.02/m, 2.8e-04 at 0.01/m
--- step V = 4.0 m, E - V = -2.0 m
q = -1.7321 + -0.0000 i (m)
r = 3.0000 + 0.0000 i (dimensionless)
B = -0.5000 + (-0.0000) i (dimensionless)
F = 0.5000 + (-0.0000) i (dimensionless)
R = 0.2500, T = 0.7500 (dimensionless)
transmitted group velocity = 0.8660 c
packet: R evolved 0.2505, R averaged formula 0.2503
packet: transmitted momentum evolved -1.732 m, predicted -1.732 m
smooth step: |B error| = 9.9e-04 at width 0.02/m, 2.5e-04 at 0.01/m
--- further results
gap, V = 2 m: kappa = 1.0000 m, rho = 1.7321, phase of B = -120.00 degrees
wrong branch, V = 4 m: B = -2.0000, F = -1.0000, R = 4.0000, T = -3.0000
infinite step: T = 0.9282, R = 0.0718
electron: upper gap edge E + m = 1533.0 keV
electron: density penetration length 1/(2 kappa) at V = 2 m = 0.1931 pm
```
